# Why a 6j symbol needs upper-lower swaps in two columns: a numerical check

```python
"""Result under test: a 6j symbol {a b c; d e f} is unchanged when upper and
lower entries are exchanged in two columns, but in general not in one column.
Its triads are (abc), (aef), (dbf), (dec); a one-column exchange changes them.
If some column has equal entries, the one-column exchange is harmless.

Symbols: a symbol is stored as a tuple (a, b, c, d, e, f) of DOUBLED quantum
numbers, so that half-integers are exact. Projections m are doubled as well.
Recoupling: a=j1, b=j2, c=j12, d=j3, e=J, f=j23. Operators use hbar = 1.
"""
from fractions import Fraction
from functools import lru_cache
from itertools import combinations, product
from math import factorial, sqrt

import numpy as np
from sympy import Rational
from sympy.physics.wigner import clebsch_gordan

TOL = 1e-11


def triads(s):
    a, b, c, d, e, f = s
    return [(a, b, c), (a, e, f), (d, b, f), (d, e, c)]


def triad_ok(t):
    a, b, c = t
    return (a + b + c) % 2 == 0 and abs(a - b) <= c <= a + b


def allowed(s):
    return all(triad_ok(t) for t in triads(s))


def swap(s, columns):
    s = list(s)
    for k in columns:
        s[k], s[k + 3] = s[k + 3], s[k]
    return tuple(s)


@lru_cache(maxsize=None)
def three_j(a, b, c, ma, mb, mc):
    """3j symbol from its finite factorial sum; all arguments doubled."""
    if not triad_ok((a, b, c)) or ma + mb + mc != 0:
        return 0.0
    if abs(ma) > a or abs(mb) > b or abs(mc) > c:
        return 0.0
    fac = factorial
    norm = (fac((a + b - c) // 2) * fac((a - b + c) // 2)
            * fac((-a + b + c) // 2) / fac((a + b + c) // 2 + 1))
    for j, m in ((a, ma), (b, mb), (c, mc)):
        norm *= fac((j + m) // 2) * fac((j - m) // 2)
    total = 0.0
    for k in range((a + b - c) // 2 + 1):
        args = [k, (a + b - c) // 2 - k, (a - ma) // 2 - k,
                (b + mb) // 2 - k, (c - b + ma) // 2 + k,
                (c - a - mb) // 2 + k]
        if min(args) >= 0:
            denominator = 1
            for x in args:
                denominator *= fac(x)
            total += (-1) ** k / denominator
    sign = -1 if ((a - b - mc) // 2) % 2 else 1
    return sign * sqrt(norm) * total


@lru_cache(maxsize=None)
def six_j(s):
    """6j symbol from the defining sum over products of four 3j symbols."""
    a, b, c, d, e, f = s
    total = 0.0
    for ma in range(-a, a + 1, 2):
        for mb in range(-b, b + 1, 2):
            mc = -ma - mb
            first = three_j(a, b, c, -ma, -mb, -mc)
            if first == 0.0:
                continue
            for me in range(-e, e + 1, 2):
                mf = me - ma
                md = mf - mb
                term = (first * three_j(a, e, f, ma, -me, mf)
                        * three_j(d, b, f, md, mb, -mf)
                        * three_j(d, e, c, -md, me, mc))
                if term != 0.0:
                    power = (sum(s) - ma - mb - mc - md - me - mf) // 2
                    total += -term if power % 2 else term
    return total


def spin_matrices(twice_j):
    j = twice_j / 2
    m = np.arange(j, -j - 1, -1)
    plus = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return [(plus + plus.T) / 2, (plus - plus.T) / 2j, np.diag(m)]


def square(vector):
    return sum(component @ component for component in vector)


def projector(operator, twice_j):
    values, vectors = np.linalg.eigh(operator)
    target = twice_j / 2 * (twice_j / 2 + 1)
    chosen = vectors[:, np.abs(values - target) < 1e-8]
    return chosen @ chosen.conj().T


def recoupling_by_diagonalization(s):
    """Return dimension of the j12 subspace and the squared overlap."""
    j1, j2, j12, j3, total_j, j23 = s
    i1, i2, i3 = (np.eye(j + 1) for j in (j1, j2, j3))
    v1 = [np.kron(np.kron(x, i2), i3) for x in spin_matrices(j1)]
    v2 = [np.kron(np.kron(i1, x), i3) for x in spin_matrices(j2)]
    v3 = [np.kron(np.kron(i1, i2), x) for x in spin_matrices(j3)]
    p12 = projector(square([x + y for x, y in zip(v1, v2)]), j12)
    p23 = projector(square([x + y for x, y in zip(v2, v3)]), j23)
    pj = projector(square([x + y + z for x, y, z in zip(v1, v2, v3)]),
                   total_j)
    overlap2 = np.trace(pj @ p12 @ p23).real / (total_j + 1)
    return int(round(np.trace(p12).real)), overlap2


def signed_overlap(s):
    """Recoupling overlap at M = J from library Clebsch-Gordan values."""
    j1, j2, j12, j3, total_j, j23 = s

    def cg(*doubled):
        return float(clebsch_gordan(*[Rational(x, 2) for x in doubled]))

    result = 0.0
    for m1 in range(-j1, j1 + 1, 2):
        for m2 in range(-j2, j2 + 1, 2):
            m3 = total_j - m1 - m2
            m12, m23 = m1 + m2, m2 + m3
            if abs(m3) > j3 or abs(m12) > j12 or abs(m23) > j23:
                continue
            result += (cg(j1, j2, j12, m1, m2, m12)
                       * cg(j12, j3, total_j, m12, m3, total_j)
                       * cg(j2, j3, j23, m2, m3, m23)
                       * cg(j1, j23, total_j, m1, m23, total_j))
    return result


def text(s):
    q = [str(Fraction(x, 2)) for x in s]
    return "{" + " ".join(q[:3]) + "; " + " ".join(q[3:]) + "}"


def triad_text(s):
    return " ".join("(" + ",".join(str(Fraction(x, 2)) for x in t) + ")"
                    + ("ok" if triad_ok(t) else "BROKEN")
                    for t in triads(s))


# Geometry: edges at a vertex are the pairwise intersections of three faces.
faces = [frozenset(t) for t in triads(tuple("abcdef"))]
vertex_sets = set()
for three_faces in combinations(faces, 3):
    vertex_sets.add(frozenset().union(
        *(x & y for x, y in combinations(three_faces, 2))))
for column in range(3):
    swapped_faces = {frozenset(t) for t in
                     triads(swap(tuple("abcdef"), (column,)))}
    assert swapped_faces == vertex_sets
    assert swapped_faces.isdisjoint(faces)

# Worked cases: original, two-column exchange, one-column exchange.
cases = [("forbidden by inequality", (2, 2, 0, 4, 4, 2)),
         ("allowed, value changes", (2, 2, 4, 4, 4, 2)),
         ("forbidden by half-integer sum", (1, 1, 2, 2, 2, 1))]
print("All quantum numbers and 6j values are dimensionless")
for name, original in cases:
    print("CASE:", name)
    versions = [("original", original),
                ("columns 1,2 swapped", swap(original, (0, 1))),
                ("column 1 swapped", swap(original, (0,)))]
    for label, s in versions:
        value = six_j(s)
        dimension, overlap2 = recoupling_by_diagonalization(s)
        weight = (s[2] + 1) * (s[5] + 1)
        assert abs(overlap2 - weight * value ** 2) < 1e-9
        if allowed(s):
            phase = -1 if ((s[0] + s[1] + s[3] + s[4]) // 2) % 2 else 1
            assert abs(signed_overlap(s)
                       - phase * sqrt(weight) * value) < 1e-9
        else:
            assert abs(overlap2) < 1e-9
        exact_square = Fraction(value ** 2).limit_denominator(10000)
        assert abs(float(exact_square) - value ** 2) < TOL
        print(f" {label}: {text(s)} = {value:.6f}, square = {exact_square}")
        print("  triads:", triad_text(s))
        print(f"  j12 subspace dimension {dimension},",
              f"squared overlap {abs(overlap2):.6f}")
    assert abs(six_j(original) - six_j(versions[1][1])) < TOL
    assert abs(six_j(original) - six_j(versions[2][1])) > 1e-3
assert not allowed(swap(cases[0][1], (0,)))
assert allowed(swap(cases[1][1], (0,)))
assert not allowed(swap(cases[2][1], (0,)))

# Which total spins occur when spins 2 and 1 are coupled?
pair = [np.kron(x, np.eye(3)) + np.kron(np.eye(5), y)
        for x, y in zip(spin_matrices(4), spin_matrices(2))]
eigenvalues = np.linalg.eigvalsh(square(pair))
levels = sorted(set(np.round(eigenvalues, 8)))
assert min(levels) > 0.5
print("Spins 2 and 1, squared total spin (hbar^2):",
      ", ".join(f"{x:.3f}" for x in levels))
print("Corresponding total j:",
      ", ".join(f"{(sqrt(1 + 4 * x) - 1) / 2:.3f}" for x in levels))

# Survey of every allowed symbol with entries from 0 to 2.
count = dict(allowed=0, equal_column=0, distinct=0, forbidden=0,
             changed=0, coincidence=0)
zero_entry_tests = 0
largest_double_error = 0.0
coincidence_example = None
for s in product(range(5), repeat=6):
    if not allowed(s):
        continue
    count["allowed"] += 1
    value = six_j(s)
    for columns in ((0, 1), (0, 2), (1, 2)):
        error = abs(six_j(swap(s, columns)) - value)
        largest_double_error = max(largest_double_error, error)
    single = swap(s, (0,))
    single_value = six_j(single)
    for columns in ((1,), (2,), (0, 1, 2)):
        assert abs(six_j(swap(s, columns)) - single_value) < TOL
    if s[2] == 0:
        a, d, f = s[0], s[3], s[5]
        sign = -1 if ((a + d + f) // 2) % 2 else 1
        assert abs(value - sign / sqrt((a + 1) * (d + 1))) < TOL
        zero_entry_tests += 1
    if any(s[k] == s[k + 3] for k in range(3)):
        count["equal_column"] += 1
        assert allowed(single) and abs(single_value - value) < TOL
    else:
        count["distinct"] += 1
        if not allowed(single):
            count["forbidden"] += 1
        elif abs(single_value - value) > 1e-9:
            count["changed"] += 1
        else:
            count["coincidence"] += 1
            if coincidence_example is None:
                coincidence_example = s
assert largest_double_error < TOL
assert count["forbidden"] > 0 and count["changed"] > 0
assert zero_entry_tests > 0

print("SURVEY: entries 0, 1/2, 1, 3/2, 2")
print("Allowed symbols:", count["allowed"])
print(f"Largest change under a double swap: {largest_double_error:.1e}")
print("With an equal column (single swap harmless):", count["equal_column"])
print("With no equal column:", count["distinct"])
print(" single swap gives a forbidden symbol:", count["forbidden"])
print(" single swap allowed, value changed:", count["changed"])
print(" single swap allowed, value equal by accident:",
      count["coincidence"])
if coincidence_example is not None:
    partner = swap(coincidence_example, (0,))
    print(" accidental example:", text(coincidence_example), "and",
          text(partner), f"values {six_j(coincidence_example):.6f},",
          f"{six_j(partner):.6f}")
print("Zero-entry formula tests:", zero_entry_tests)
print("PASS")
```

It prints:

```
All quantum numbers and 6j values are dimensionless
CASE: forbidden by inequality
 original: {1 1 0; 2 2 1} = 0.258199, square = 1/15
  triads: (1,1,0)ok (1,2,1)ok (2,1,1)ok (2,2,0)ok
  j12 subspace dimension 5, squared overlap 0.200000
 columns 1,2 swapped: {2 2 0; 1 1 1} = 0.258199, square = 1/15
  triads: (2,2,0)ok (2,1,1)ok (1,2,1)ok (1,1,0)ok
  j12 subspace dimension 3, squared overlap 0.200000
 column 1 swapped: {2 1 0; 1 2 1} = 0.000000, square = 0
  triads: (2,1,0)BROKEN (2,2,1)ok (1,1,1)ok (1,2,0)BROKEN
  j12 subspace dimension 0, squared overlap 0.000000
CASE: allowed, value changes
 original: {1 1 2; 2 2 1} = 0.152753, square = 7/300
  triads: (1,1,2)ok (1,2,1)ok (2,1,1)ok (2,2,2)ok
  j12 subspace dimension 25, squared overlap 0.350000
 columns 1,2 swapped: {2 2 2; 1 1 1} = 0.152753, square = 7/300
  triads: (2,2,2)ok (2,1,1)ok (1,2,1)ok (1,1,2)ok
  j12 subspace dimension 15, squared overlap 0.350000
 column 1 swapped: {2 1 2; 1 2 1} = 0.074536, square = 1/180
  triads: (2,1,2)ok (2,2,1)ok (1,1,1)ok (1,2,2)ok
  j12 subspace dimension 15, squared overlap 0.083333
CASE: forbidden by half-integer sum
 original: {1/2 1/2 1; 1 1 1/2} = -0.333333, square = 1/9
  triads: (1/2,1/2,1)ok (1/2,1,1/2)ok (1,1/2,1/2)ok (1,1,1)ok
  j12 subspace dimension 9, squared overlap 0.666667
 columns 1,2 swapped: {1 1 1; 1/2 1/2 1/2} = -0.333333, square = 1/9
  triads: (1,1,1)ok (1,1/2,1/2)ok (1/2,1,1/2)ok (1/2,1/2,1)ok
  j12 subspace dimension 6, squared overlap 0.666667
 column 1 swapped: {1 1/2 1; 1/2 1 1/2} = 0.000000, square = 0
  triads: (1,1/2,1)BROKEN (1,1,1/2)BROKEN (1/2,1/2,1/2)BROKEN (1/2,1,1)BROKEN
  j12 subspace dimension 0, squared overlap 0.000000
Spins 2 and 1, squared total spin (hbar^2): 2.000, 6.000, 12.000
Corresponding total j: 1.000, 2.000, 3.000
SURVEY: entries 0, 1/2, 1, 3/2, 2
Allowed symbols: 570
Largest change under a double swap: 1.1e-16
With an equal column (single swap harmless): 222
With no equal column: 348
 single swap gives a forbidden symbol: 340
 single swap allowed, value changed: 8
 single swap allowed, value equal by accident: 0
Zero-entry formula tests: 42
PASS
```
